# Separating self-heating from stress with two Raman lines

**Question**

I am measuring self-heating in a gallium-nitride transistor by micro-Raman spectroscopy. Between an unpowered reference and the powered state, the nonpolar $E_2$(high) line moves by $-0.9\ \mathrm{cm^{-1}}$ and the polar $A_1$(LO) line by $-2.3\ \mathrm{cm^{-1}}$. Their temperature coefficients are $-0.015$ and $-0.025\ \mathrm{cm^{-1}/K}$.

Dividing shift by coefficient gives 60 K from the first line and 92 K from the second. I suspect stress, for which I have the coefficients $-3$ and $-1\ \mathrm{cm^{-1}/GPa}$. Should I average the two temperatures? What are the heating and the stress, and how far can I trust them?

**Answer**

Do not average. Each reading contains a different amount of stress, and that difference is what lets you separate the two effects.

**Setting up the equations**

Let $\Delta T$ be the heating and $\sigma$ the *change* of in-plane stress, both relative to the unpowered reference. I take the stress as equal in the two in-plane directions, with tension positive. To first order, line $i$ shifts by

$$d_i=\left(\frac{\partial\omega_i}{\partial T}\right)_{\sigma}\Delta T+\left(\frac{\partial\omega_i}{\partial\sigma}\right)_{T}\sigma=a_i\,\Delta T+b_i\,\sigma .$$

The coefficient $a_i$ is defined at constant stress, so it already includes the effect of free thermal expansion. Both $a_i$ are negative: heating lowers the frequencies. Both $b_i$ are negative too, so compression ($\sigma<0$) raises them. With $\Delta T$ in K and $\sigma$ in GPa, your data give

$$-0.9=-0.015\,\Delta T-3\,\sigma,\qquad -2.3=-0.025\,\Delta T-1\,\sigma .$$

**Solving them**

To eliminate $\sigma$, multiply the first general equation by $b_2$, the second by $b_1$, and subtract. The terms $b_1b_2\sigma$ cancel:

$$b_2d_1-b_1d_2=(a_1b_2-a_2b_1)\,\Delta T .$$

To eliminate $\Delta T$, multiply the second by $a_1$, the first by $a_2$, and subtract:

$$a_1d_2-a_2d_1=(a_1b_2-a_2b_1)\,\sigma .$$

With $D=a_1b_2-a_2b_1$, and provided $D\neq0$,

$$\Delta T=\frac{b_2d_1-b_1d_2}{D},\qquad \sigma=\frac{a_1d_2-a_2d_1}{D}.$$

In the units above, $D=(-0.015)(-1)-(-0.025)(-3)=0.015-0.075=-0.060$. Hence

$$\Delta T=\frac{(-1)(-0.9)-(-3)(-2.3)}{-0.060}=\frac{0.9-6.9}{-0.060}=100\ \mathrm K,$$

$$\sigma=\frac{(-0.015)(-2.3)-(-0.025)(-0.9)}{-0.060}=\frac{0.0345-0.0225}{-0.060}=-0.2\ \mathrm{GPa}.$$

The region is 100 K hotter and has gained 0.2 GPa (200 MPa) of compression. Substituting back separates the two parts of each shift:

- $E_2$: $-1.50+0.60=-0.90\ \mathrm{cm^{-1}}$.
- $A_1$(LO): $-2.50+0.20=-2.30\ \mathrm{cm^{-1}}$.

**Why both single-line temperatures are too low**

Divide the shift equation by $a_i$:

$$\frac{d_i}{a_i}=\Delta T+\frac{b_i}{a_i}\,\sigma .$$

The ratios $b_i/a_i$ are 200 and 40 K/GPa. Compression therefore lowers the readings by 40 K and 8 K, which gives your 60 K and 92 K. Since both errors have the same sign, the true heating lies outside the interval between the readings, and no average of them can reach it. If $\sigma$ were zero, the two readings would agree.

**When two lines are not enough**

The condition $D\neq0$ means that the ratios $b_i/a_i$ must differ. Suppose the second stress coefficient were $-5\ \mathrm{cm^{-1}/GPa}$ instead of $-1$. Both ratios would then be 200 K/GPa. The state (100 K, $-0.2$ GPa) would give shifts of $-0.9$ and $-1.5\ \mathrm{cm^{-1}}$, but so would (130 K, $-0.35$ GPa):

$$-1.95+1.05=-0.9,\qquad -3.25+1.75=-1.5 .$$

A whole line of states would fit equally well. Your measured pair, $-0.9$ and $-2.3$, would fit none of them.

**Measurement errors**

The solution is linear in the shifts, so small errors $\delta d_i$ produce

$$\delta(\Delta T)=\frac{b_2\,\delta d_1-b_1\,\delta d_2}{D}=16.67\,\delta d_1-50\,\delta d_2,$$

$$\delta\sigma=\frac{-a_2\,\delta d_1+a_1\,\delta d_2}{D}=-0.417\,\delta d_1+0.25\,\delta d_2,$$

in K and GPa, with $\delta d_i$ in $\mathrm{cm^{-1}}$. The LO line matters most for the temperature. For independent errors of standard deviation $u=0.05\ \mathrm{cm^{-1}}$ in each shift, the contributions add in quadrature:

$$u_T=\frac{u\sqrt{b_1^2+b_2^2}}{|D|}=\frac{0.05\sqrt{10}}{0.060}=2.6\ \mathrm K,\qquad u_\sigma=\frac{u\sqrt{a_1^2+a_2^2}}{|D|}=0.024\ \mathrm{GPa}.$$

A common spectrometer drift of $+0.05\ \mathrm{cm^{-1}}$ partly cancels in the temperature and changes it by $(16.67-50)\times0.05=-1.7$ K.

Errors in the coefficients can matter more. Let each of the four have an independent 5 % standard error. The predicted shifts then have errors

$$e_1=0.05\sqrt{1.5^2+0.6^2}=0.081\ \mathrm{cm^{-1}},\qquad e_2=0.05\sqrt{2.5^2+0.2^2}=0.125\ \mathrm{cm^{-1}}.$$

Through the same sensitivities, to first order, these become 6.4 K and 0.046 GPa. Most of the temperature error comes from the LO temperature coefficient, which alone contributes $50\times0.05\times2.5=6.25$ K.

**Check how the coefficients were calibrated**

Perhaps your temperature coefficients were measured by heating the film and its substrate together. The film stress then changed during calibration, at some rate $s=d\sigma/dT$, and the measured coefficient was $a_i'=a_i+b_is$. Inserting $a_i=a_i'-b_is$ into the shift equation gives

$$d_i=a_i'\,\Delta T+b_i(\sigma-s\,\Delta T).$$

Solving with $a_i'$ therefore still returns the correct heating, but it returns $\sigma-s\Delta T$ in place of the stress. For an illustrative $s=-0.5$ MPa/K, the state found above would be reported as 100 K and $-0.15$ GPa. Adding $s\Delta T=-0.05$ GPa restores the full stress change.

**Is the stress plausible?**

Suppose cooler surroundings completely prevented the hot region from expanding in the plane. The elastic strain would have to cancel the free expansion $\alpha\Delta T$, so $\sigma=-M\alpha\Delta T$, where $M$ is the biaxial modulus. With rough values $M=450$ GPa and $\alpha=5.5\times10^{-6}\ \mathrm{K^{-1}}$, this is $-0.25$ GPa. Your result has the same sign and order of magnitude, but that does not prove that clamping is the cause.

A long, narrow hot strip is held mainly along its length, so its two in-plane stresses differ. Take a uniform, isotropic half-space, heated steadily at a surface that carries no load. The stress across the strip is then zero, and the stress along it is $-Y\alpha\Delta T$, where $Y$ is Young's modulus. With a rough $Y=300$ GPa, this is $-0.17$ GPa along the strip, and the mean of the two stresses is only $-0.08$ GPa. A measured $-0.2$ GPa would then need further causes. A substrate that expands less than the film adds compression, though not necessarily enough, and errors in the coefficients or shifts can also contribute.

**What a real transistor adds**

Your coefficients are of a plausible size for gallium nitride. All four should come from a calibration of comparable material. Real devices also break several assumptions of the linear model. The estimates below use rough material values.

*Curvature with temperature.* The coefficients $a_i$ are slopes, taken here at a reference temperature $T_0=300$ K. As a model of the curvature, let the whole thermal shift follow the occupation of two phonons, each with half the line's frequency:

$$d_i=a_i\,\frac{n_i(T_0+\Delta T)-n_i(T_0)}{n_i'(T_0)}+b_i\sigma,\qquad n_i(T)=\frac{1}{e^{hc\omega_i/(2k_BT)}-1},$$

where $\omega_i$ is the wavenumber, 570 and 735 $\mathrm{cm^{-1}}$ for the two lines. The slope of $n_i$ grows with temperature, so a given softening needs fewer kelvins. Solving the two equations numerically gives 93.7 K and $-0.186$ GPa. In this model, the linear result is 6.3 K too high. The size depends on the assumed form. Half the LO frequency lies in the phonon gap of gallium nitride, so the LO phonon decays into two unequal phonons instead. Letting its shift follow the summed occupation of phonons at 560 and 175 $\mathrm{cm^{-1}}$ gives 96.7 K, while a single occupation factor at each line's full frequency gives 81 K. A measured calibration curve over the whole temperature range is safer than any of these forms.

*Free carriers.* The LO vibration carries an electric field and couples to mobile electrons. Let $\omega_{LO}$ and $\omega_{TO}$ be the wavenumbers of the longitudinal and transverse vibrations without carriers, and $\omega_p$ the plasma wavenumber of the electrons. Without damping, the coupled modes are zeros of the dielectric function, here divided by its high-frequency value:

$$1+\frac{\omega_{LO}^2-\omega_{TO}^2}{\omega_{TO}^2-\omega^2}-\frac{\omega_p^2}{\omega^2}=0 .$$

Combining the first two terms and multiplying by $\omega_{TO}^2-\omega^2$ gives

$$\omega^2-\omega_{LO}^2=\omega_p^2\left(1-\frac{\omega_{TO}^2}{\omega^2}\right).$$

For a small shift $\delta\omega$ of the upper mode, the left side is about $2\omega_{LO}\,\delta\omega$, and $\omega$ on the right may be replaced by $\omega_{LO}$:

$$\delta\omega\simeq\frac{\omega_p^2}{2\omega_{LO}}\left(1-\frac{\omega_{TO}^2}{\omega_{LO}^2}\right).$$

Suppose the probed volume is depleted in the reference state and holds $10^{16}\ \mathrm{cm^{-3}}$ electrons when powered. For electron density $N$, effective mass $m^*$ and high-frequency dielectric constant $\varepsilon_\infty$, the plasma wavenumber is

$$\omega_p=\frac{1}{2\pi c}\sqrt{\frac{Ne^2}{\varepsilon_0\varepsilon_\infty m^*}} .$$

With $m^*$ equal to 0.2 electron masses and $\varepsilon_\infty=5.3$, $\omega_p=29.1\ \mathrm{cm^{-1}}$. Taking $\omega_{TO}=530\ \mathrm{cm^{-1}}$, the LO line rises by $0.28\ \mathrm{cm^{-1}}$. If this is ignored, the apparent heating is 14 K too low and the apparent stress is 0.07 GPa too high, meaning too little compression. This modest carrier density matters more than the assumed line-fitting error.

*Piezoelectric strain.* Let the vertical field change by $E=0.5$ MV/cm in a film that is clamped sideways but free to move vertically. Zero vertical stress requires $C_{33}\varepsilon_{33}=e_{33}E$. With $e_{33}=0.7\ \mathrm{C/m^2}$ and $C_{33}=400$ GPa, the strain is $8.8\times10^{-5}$. For an assumed coefficient of $-800\ \mathrm{cm^{-1}}$ per unit strain in both lines, each moves by $-0.07\ \mathrm{cm^{-1}}$. This part makes the apparent heating 2.3 K too high; reversing the field reverses the sign. It is not the whole field effect. The field also pushes the gallium and nitrogen sublattices against each other by about $Z^*eE/(\mu\Omega_{TO}^2)$, where $Z^*$ is the effective charge, $\mu$ the reduced mass and $\Omega_{TO}=2\pi c\,\omega_{TO}$. With $Z^*=2.7$ and $\mu=11.7$ atomic mass units this is 0.0011 Å, or $6\times10^{-4}$ of the 1.95 Å bond, more than six times the strain above. Because the bonds are anharmonic, this displacement shifts vibrations along the field and across it in opposite directions; a crude model of four anharmonic bonds gives 0.5 to 1 $\mathrm{cm^{-1}}$ at this field. Opposite shifts of $0.5\ \mathrm{cm^{-1}}$ would change the apparent heating by $(16.67+50)\times0.5=33$ K. The field is thus a third unknown, and two lines cannot separate it from heating and stress. A pinched-off reference at the same drain voltage removes the part of the field that is common to both states.

*Mean and peak temperature.* The laser samples a volume. If both lines weight it equally, the linear equations return the mean heating and mean stress, as long as the local shifts vary by much less than the linewidth. To estimate the hot spot, take 5 W/mm dissipated in a strip $0.5\ \mu\mathrm m$ long on a half-space of conductivity $\kappa=150$ W/(m K). For a line source of power $q$ per unit device width, the heat crossing a half-circle of radius $r$ is

$$q=-\kappa\,\pi r\,\frac{dT}{dr},\qquad\text{so}\qquad T=-\frac{q}{\pi\kappa}\ln r+\text{constant}.$$

Averaging this over the strip gives the temperature field. Its peak lies 24 K above the mean over a region $1\ \mu\mathrm m$ wide and $2\ \mu\mathrm m$ deep. A measured mean of 100 K would then correspond to a peak heating of about 124 K. This is probably too low, because the conductivity falls as the crystal heats. If it falls as $T^{-1.4}$ from its value at 300 K, the peak heating is about 138 K. The substrate interface is left out in both cases.

I tested the averaging on synthetic spectra. They were summed over this temperature field, shifted to a mean heating of 100 K, with a stress that varied linearly by $\pm0.05$ GPa through the depth about $-0.2$ GPa. The linewidths were 3 and 8 $\mathrm{cm^{-1}}$. Fitting one Lorentzian to each summed line and solving the two equations returned 100.00 K and $-0.2002$ GPa.

So I would report 100 K and $-0.2$ GPa as the linear-model result for the sampled volume. Check the change of vertical field, the carrier density and the LO temperature coefficient first: in the estimates above, a field change of 0.5 MV/cm can move the apparent heating by tens of kelvins, $10^{16}\ \mathrm{cm^{-3}}$ of extra electrons changes the apparent heating by 14 K, and a 5 % error in that coefficient changes it by about 6 K. A large error in the LO stress coefficient matters too. With $-2$ instead of $-1\ \mathrm{cm^{-1}/GPa}$, the same shifts would give 113 K. If the two in-plane stresses are unequal, as expected for a long heated strip, $\sigma$ stands for their mean, and these two shifts cannot give both stresses. The $E_2$ line then splits into two components, which may lie too close together to be resolved. The heating is also wrong if only one component is measured instead of the centre of the pair.

## Numbers as computed

```
Line shifts: -0.9, -2.3 cm^-1
Temperature coefficients: -0.015, -0.025 cm^-1/K
Stress coefficients: -3.0, -1.0 cm^-1/GPa
Determinant D: -0.060 cm^-2/(K GPa)
Heating: 100.0 K
Stress change: -0.200 GPa = -200 MPa
Thermal shifts: -1.50, -2.50 cm^-1
Stress shifts: 0.60, 0.20 cm^-1
Singular-case b2: -5.0 cm^-1/GPa
Heating from one line alone: 60.0, 92.0 K
Heating sensitivities: 16.67, -50.00 K/cm^-1
Stress sensitivities: -0.417, 0.250 GPa/cm^-1
Assumed independent line error: 0.05 cm^-1
Resulting errors: 2.64 K, 0.024 GPa
Common +0.05 cm^-1 drift: -1.67 K, -0.0083 GPa
Assumed coefficient error: 5 %
Resulting errors: 6.41 K, 0.046 GPa
Attached calibration slope: -0.50 MPa/K
Attached result: 100.0 K, -0.150 GPa
Rough expansion coefficient: 5.5 10^-6/K
Rough biaxial modulus: 450 GPa
Fully clamped stress: -0.247 GPa
Reference temperature: 300 K
Rough E2, LO lines: 570, 735 cm^-1
Curved-law heating: 93.7 K
Curved-law stress: -0.186 GPa
Linear-law heating excess: 6.3 K
Assumed carrier increase: 1.0e+16 cm^-3
Rough mass ratio, eps_inf: 0.2, 5.3 (no unit)
Rough TO line: 530 cm^-1
Plasma wavenumber: 29.1 cm^-1
LO shift from carriers: 0.277 cm^-1
Carrier-induced apparent errors: -13.8 K, 0.069 GPa
Assumed vertical field change: 0.5 MV/cm
Rough e33, C33: 0.7 C/m^2, 400 GPa
Rough strain coefficient: -800 cm^-1
Piezoelectric strain: 8.75e-05 (no unit)
Piezoelectric line shift: -0.070 cm^-1
Piezoelectric apparent errors: 2.3 K, 0.012 GPa
Power per device width: 5.0 W/mm
Rough thermal conductivity: 150 W/(m K)
Heater length: 0.5 um
Sampled width, depth: 1.0, 2.0 um
Peak above sampled mean: 24.2 K
Test linewidths: 3.0, 8.0 cm^-1
Heating from fitted spectra: 100.00 K
Stress from fitted spectra: -0.2002 GPa
```
